# Is half Tr(BT) the interaction energy of the RPA state?: a numerical check

The molecular numbers use the small basis 6-31G, so they illustrate the point and are not converged values.

```python
"""Direct RPA: half Tr(B T) is the total correlation shift, not <V>.

Result under test, for H = sum D b^+b + V with
V = sum K_ij b_i^+ b_j + (1/2) sum K_ij (b_i b_j + b_i^+ b_j^+):
  E_c = Tr(K T)/2                       total shift = <0|V|Psi>/<0|Psi>
  W   = Tr{K [(1+T)(1-T)^(-1) - 1]}/2   interaction expectation value
  C   = Tr[D T^2 (1-T^2)^(-1)]          one-body cost, E_c = C + W, W < E_c
D: bare pair energies; K: pair interaction; T: ring-CCD amplitudes;
b: quasi-boson pair operators; Psi: correlated state; 0: reference.
If the number-conserving coupling A' differs from the pair coupling B,
W = Tr(A' n) + Tr(B m), with n = <b^+b> and m = <bb>.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, dft


def amplitudes(bare, conserving, pair):
    """Solve B + A T + T A + T B T = 0 by damped iteration from T = 0."""
    a_matrix = np.diag(bare) + conserving
    denominator = bare[:, None] + bare[None, :]
    t = np.zeros_like(pair)
    for _ in range(5000):
        residual = pair + a_matrix @ t + t @ a_matrix + t @ pair @ t
        if np.max(np.abs(residual)) < 1e-12:
            return t
        t = t - 0.5 * residual / denominator
    raise RuntimeError("amplitude equations did not converge")


def moments(t):
    one = np.eye(len(t))
    inverse = np.linalg.inv(one - t @ t)
    return t @ t @ inverse, t @ inverse


def direct_energies(bare, k):
    """Total shift, interaction expectation value, one-body cost, T."""
    t = amplitudes(bare, k, k)
    one = np.eye(len(t))
    fluctuation = (one + t) @ np.linalg.inv(one - t)
    total = 0.5 * np.trace(k @ t)
    interaction = 0.5 * np.trace(k @ (fluctuation - one))
    cost = np.sum(bare * np.diag(moments(t)[0]))
    return total, interaction, cost, t


def number_space(bare, conserving, pair, levels):
    """Diagonalize H in boson number space; use only operator definitions."""
    modes = len(bare)
    lower_one = np.diag(np.sqrt(np.arange(1.0, levels)), 1)
    lower = []
    for i in range(modes):
        op = np.eye(1)
        for j in range(modes):
            op = np.kron(op, lower_one if i == j else np.eye(levels))
        lower.append(op)
    h0 = sum(bare[i] * lower[i].T @ lower[i] for i in range(modes))
    v = np.zeros_like(h0)
    for i in range(modes):
        for j in range(modes):
            bb = lower[i] @ lower[j]
            v += conserving[i, j] * lower[i].T @ lower[j]
            v += 0.5 * pair[i, j] * (bb + bb.T)
    values, vectors = np.linalg.eigh(h0 + v)
    psi = vectors[:, 0]
    mixed = (v @ psi)[0] / psi[0]
    t = np.array([[(lower[i] @ lower[j] @ psi)[0] / psi[0]
                   for j in range(modes)] for i in range(modes)])
    return values[0], psi @ v @ psi, psi @ h0 @ psi, mixed, t


# Boson models: repulsive, attractive, and two modes of mixed sign
models = {
    "repulsive": (np.array([1.0]), np.array([[1.5]]), 60),
    "attractive": (np.array([1.0]), np.array([[-0.3]]), 60),
    "mixed": (np.array([1.0, 1.5]),
              np.array([[0.6, 0.2], [0.2, -0.3]]), 24),
}
model_results = {}
for name, (bare, k, levels) in models.items():
    total, interaction, cost, t = direct_energies(bare, k)
    e_num, v_num, h0_num, mixed, t_num = number_space(bare, k, k, levels)
    assert abs(total - e_num) < 1e-9
    assert abs(total - mixed) < 1e-9
    assert abs(interaction - v_num) < 1e-9
    assert abs(cost - h0_num) < 1e-9
    assert np.allclose(t, t_num, atol=1e-9)
    assert v_num < e_num - 1e-3
    model_results[name] = (e_num, v_num, h0_num, mixed, t)
assert model_results["attractive"][1] < 2 * model_results["attractive"][0]

# Different couplings in A and B: the short formula must fail
bare_x = np.array([1.0, 1.4])
conserving_x = np.array([[0.30, 0.05], [0.05, 0.20]])
pair_x = np.array([[0.50, 0.10], [0.10, 0.40]])
t_x = amplitudes(bare_x, conserving_x, pair_x)
n_x, m_x = moments(t_x)
general_x = np.trace(conserving_x @ n_x) + np.trace(pair_x @ m_x)
short_x = np.trace(pair_x @ t_x @ np.linalg.inv(np.eye(2) - t_x))
e_x, v_x, h0_x, mixed_x, _ = number_space(bare_x, conserving_x, pair_x, 24)
assert abs(general_x - v_x) < 1e-9
assert abs(0.5 * np.trace(pair_x @ t_x) - e_x) < 1e-9
assert abs(np.sum(bare_x * np.diag(n_x)) - h0_x) < 1e-9
assert abs(short_x - v_x) > 1e-3 and v_x < e_x

# Positive semidefinite K: T <= 0 and 2 E_c <= W <= E_c
rng = np.random.default_rng(7)
for _ in range(20):
    bare_r = rng.uniform(0.5, 2.0, 5)
    g = rng.normal(size=(5, 5))
    total, interaction, _, t = direct_energies(bare_r, 0.1 * g @ g.T)
    assert np.max(np.linalg.eigvalsh(t)) < 1e-10
    assert 2 * total - 1e-10 <= interaction <= total + 1e-10

# LiH, direct RPA on PBE orbitals
distance = 1.6
mol = gto.M(atom=f"Li 0 0 0; H 0 0 {distance}", basis="6-31g", verbose=0)
mf = dft.RKS(mol)
mf.xc = "PBE"
mf.chkfile = None
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
nocc = mol.nelectron // 2
occ, vir = mf.mo_coeff[:, :nocc], mf.mo_coeff[:, nocc:]
eri = mol.intor("int2e")
iajb = np.einsum("pqrs,pi,qa,rj,sb->iajb", eri, occ, vir, occ, vir,
                 optimize=True)
npair = nocc * vir.shape[1]
coulomb = iajb.reshape(npair, npair)
coulomb = 0.5 * (coulomb + coulomb.T)
gaps = (mf.mo_energy[None, nocc:] - mf.mo_energy[:nocc, None]).ravel()
k_mol = 2 * coulomb
e_c, w_mol, c_mol, t_mol = direct_energies(gaps, k_mol)
t_eigs = np.linalg.eigvalsh(t_mol)
assert np.max(np.abs(t_eigs)) < 1
assert abs(e_c - c_mol - w_mol) < 1e-9
assert 2 * e_c < w_mol < e_c

# Spin-orbital frequency sum, with both spins written out
gaps_so = np.tile(gaps, 2)
k_so = np.kron(np.ones((2, 2)), coulomb)
root = np.sqrt(gaps_so)
squared = np.diag(gaps_so**2) + 2 * root[:, None] * k_so * root[None, :]
omega = np.sqrt(np.linalg.eigvalsh(squared))
e_sum = 0.5 * (omega.sum() - gaps_so.sum() - np.trace(k_so))
assert abs(e_sum - e_c) < 1e-9

# Imaginary-frequency integrals for both energies
nodes, weights = np.polynomial.legendre.leggauss(120)
freqs = 0.5 * (1 + nodes) / (1 - nodes)
freq_weights = weights / (1 - nodes)**2
e_freq = w_freq = 0.0
for freq, weight in zip(freqs, freq_weights):
    chi0 = np.diag(-2 * gaps / (gaps**2 + freq**2))
    dielectric = np.eye(npair) - chi0 @ k_mol
    chi = np.linalg.solve(dielectric, chi0)
    sign, logdet = np.linalg.slogdet(dielectric)
    assert sign > 0
    e_freq += weight * (logdet + np.trace(chi0 @ k_mol)) / (2 * np.pi)
    w_freq -= weight * np.trace(k_mol @ (chi - chi0)) / (2 * np.pi)
assert abs(e_freq - e_c) < 1e-8
assert abs(w_freq - w_mol) < 1e-8


def scaled(strength):
    """Total shift and expectation value of the unscaled V at K -> s K."""
    total, interaction, _, _ = direct_energies(gaps, strength * k_mol)
    return total, interaction / strength


step = 1e-3
slope = (scaled(1 + step)[0] - scaled(1 - step)[0]) / (2 * step)
assert abs(slope - w_mol) < 1e-6
x, wx = np.polynomial.legendre.leggauss(10)
coupling_integral = sum(0.5 * b * scaled(0.5 * (1 + a))[1]
                        for a, b in zip(x, wx))
assert abs(coupling_integral - e_c) < 1e-8
weak = 0.001
weak_total, weak_unscaled = scaled(weak)
weak_ratio = weak * weak_unscaled / weak_total
assert abs(weak_ratio - 2) < 0.01

ev = physical_constants["Hartree energy in eV"][0]
e1, v1, h1, mixed1, t1 = model_results["repulsive"]
bare1, k1, _ = models["repulsive"]
print("One repulsive mode (model energy units)")
print(f"  D = {bare1[0]:.3f}, K = {k1[0, 0]:.3f}")
print(f"  T (dimensionless) = {t1[0, 0]:.6f}")
print(f"  total shift, diagonalized = {e1:.6f}")
print(f"  mixed element <0|V|Psi>/<0|Psi> = {mixed1:.6f}")
print(f"  interaction expectation value = {v1:.6f}")
print(f"  one-body cost = {h1:.6f}")
e2, v2, h2, _, t2 = model_results["attractive"]
bare2, k2, _ = models["attractive"]
print("One attractive mode (model energy units)")
print(f"  D = {bare2[0]:.3f}, K = {k2[0, 0]:.3f}")
print(f"  T (dimensionless) = {t2[0, 0]:.6f}")
print(f"  total shift = {e2:.6f}, interaction = {v2:.6f}")
print(f"  one-body cost = {h2:.6f}, ratio W/E_c = {v2 / e2:.4f}")
print("Two modes with A' different from B (model energy units)")
print(f"  D = {bare_x.tolist()}")
print(f"  A' = {conserving_x.tolist()}")
print(f"  B = {pair_x.tolist()}")
print(f"  total shift = {e_x:.6f}")
print(f"  interaction, diagonalized = {v_x:.6f}")
print(f"  interaction, general formula = {general_x:.6f}")
print(f"  short formula, not valid here = {short_x:.6f}")
print("LiH, direct RPA on PBE orbitals, 6-31G, all electrons")
print(f"  chosen distance = {distance:.2f} angstrom")
print(f"  occupied orbitals = {nocc}, virtual = {vir.shape[1]}")
print(f"  spatial pair excitations = {npair}")
print(f"  smallest pair energy D = {gaps.min():.6f} hartree")
print(f"  T eigenvalue range = {t_eigs[0]:.6f} to {t_eigs[-1]:.2e}")
print(f"  total shift E_c = {e_c:.8f} hartree = {e_c * ev:.4f} eV")
print(f"  interaction W = {w_mol:.8f} hartree = {w_mol * ev:.4f} eV")
print(f"  one-body cost C = {c_mol:.8f} hartree = {c_mol * ev:.4f} eV")
print(f"  ratio W/E_c = {w_mol / e_c:.5f}")
print(f"  E_c, spin-orbital frequency sum = {e_sum:.8f} hartree")
print(f"  E_c, imaginary-frequency integral = {e_freq:.8f} hartree")
print(f"  W, imaginary-frequency integral = {w_freq:.8f} hartree")
print(f"  dE_c/dlambda at lambda = 1: {slope:.8f} hartree")
print(f"  integral of W_lambda, 0 to 1 = {coupling_integral:.8f} hartree")
print("  lambda, E_c(lambda), <unscaled V> (energies in hartree)")
for strength in (0.25, 0.50, 0.75, 1.00):
    total, unscaled = scaled(strength)
    print(f"  {strength:.2f}  {total:.8f}  {unscaled:.8f}")
print(f"  ratio lambda*<V>/E_c at lambda = {weak}: {weak_ratio:.5f}")
print("all tests passed")
```

Printed output:

```
One repulsive mode (model energy units)
  D = 1.000, K = 1.500
  T (dimensionless) = -0.333333
  total shift, diagonalized = -0.250000
  mixed element <0|V|Psi>/<0|Psi> = -0.250000
  interaction expectation value = -0.375000
  one-body cost = 0.125000
One attractive mode (model energy units)
  D = 1.000, K = -0.300
  T (dimensionless) = 0.225148
  total shift = -0.033772, interaction = -0.087171
  one-body cost = 0.053399, ratio W/E_c = 2.5811
Two modes with A' different from B (model energy units)
  D = [1.0, 1.4]
  A' = [[0.3, 0.05], [0.05, 0.2]]
  B = [[0.5, 0.1], [0.1, 0.4]]
  total shift = -0.078268
  interaction, diagonalized = -0.145173
  interaction, general formula = -0.145173
  short formula, not valid here = -0.132097
LiH, direct RPA on PBE orbitals, 6-31G, all electrons
  chosen distance = 1.60 angstrom
  occupied orbitals = 2, virtual = 9
  spatial pair excitations = 18
  smallest pair energy D = 0.107777 hartree
  T eigenvalue range = -0.223790 to -1.29e-05
  total shift E_c = -0.03578105 hartree = -0.9737 eV
  interaction W = -0.06088548 hartree = -1.6568 eV
  one-body cost C = 0.02510443 hartree = 0.6831 eV
  ratio W/E_c = 1.70161
  E_c, spin-orbital frequency sum = -0.03578105 hartree
  E_c, imaginary-frequency integral = -0.03578105 hartree
  W, imaginary-frequency integral = -0.06088548 hartree
  dE_c/dlambda at lambda = 1: -0.06088547 hartree
  integral of W_lambda, 0 to 1 = -0.03578105 hartree
  lambda, E_c(lambda), <unscaled V> (energies in hartree)
  0.25  -0.00296482  -0.02227058
  0.50  -0.01062186  -0.03824019
  0.75  -0.02179534  -0.05069180
  1.00  -0.03578105  -0.06088548
  ratio lambda*<V>/E_c at lambda = 0.001: 1.99936
all tests passed
```
